# Curvature Dependence of Sputter Erosion at Normal Incidence in Sigmund's Model: a program that tests the result

```python
"""Result under test: at the bottom of a trough h(x) = kappa*x^2/2, under ions at
normal incidence, Sigmund's Gaussian energy deposition gives an erosion rate
    v(kappa)/v(0) = 1 + a*kappa*beta^2/(2*alpha^2) + O(kappa^2).
a: depth of the deposition centre below the landing point; alpha, beta: widths
along and across the beam; kappa: curvature, positive in a trough.
Lengths are in nm. Rates are per unit ion flux, ion energy and material constant.
The direct side sums deposited energy over the real surface in three dimensions."""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc


def energy_rate(surface, a, alpha, beta, tilt=0.0):
    """Energy density received at the origin from all ions landing on the surface.
    surface(x, y) returns height and its two slopes; height is zero at the origin."""
    line = np.linspace(-10 * beta, 10 * beta, 241)
    x, y = np.meshgrid(line, line, indexing="ij")
    height, slope_x, slope_y = surface(x, y)
    beam_x, beam_z = np.sin(tilt), -np.cos(tilt)
    # vector area of an element per dx dy is (-slope_x, -slope_y, 1)
    landing = np.maximum(0.0, beam_x * slope_x - beam_z)
    rx, ry, rz = -(x + a * beam_x), -y, -(height + a * beam_z)
    along = rx * beam_x + rz * beam_z
    across2 = rx**2 + ry**2 + rz**2 - along**2
    density = np.exp(-along**2 / (2 * alpha**2) - across2 / (2 * beta**2))
    density /= (2 * np.pi)**1.5 * alpha * beta**2
    return np.sum(landing * density) * (line[1] - line[0])**2


def paraboloid(kx, ky=0.0):
    return lambda x, y: (kx * x**2 / 2 + ky * y**2 / 2, kx * x, ky * y)


def ripple(amplitude, q):
    return lambda x, y: (amplitude * (1 - np.cos(q * x)),
                         amplitude * q * np.sin(q * x), 0 * y)


def curvature_slope(a, alpha, beta, tilt=0.0, step=1e-4):
    plus = energy_rate(paraboloid(step), a, alpha, beta, tilt)
    minus = energy_rate(paraboloid(-step), a, alpha, beta, tilt)
    flat = energy_rate(paraboloid(0.0), a, alpha, beta, tilt)
    return (plus - minus) / (2 * step * flat)


# General tests, on sets with different ratios of the three lengths
for a, alpha, beta in [(2.0, 1.2, 1.0), (3.0, 1.0, 2.0), (0.5, 1.5, 0.7)]:
    flat = energy_rate(paraboloid(0.0), a, alpha, beta)
    flat_formula = np.exp(-a**2 / (2 * alpha**2)) / (np.sqrt(2 * np.pi) * alpha)
    assert abs(flat / flat_formula - 1) < 1e-9
    first = a * beta**2 / (2 * alpha**2)
    assert abs(curvature_slope(a, alpha, beta) / first - 1) < 1e-5
    # second-order coefficient; the difference formula has a small step error
    k = 1e-3
    up = energy_rate(paraboloid(k), a, alpha, beta) / flat
    down = energy_rate(paraboloid(-k), a, alpha, beta) / flat
    second = 3 * beta**4 * (a**2 / alpha**2 - 1) / (8 * alpha**2)
    assert abs((up + down - 2) / (2 * k**2) / second - 1) < 2e-3
    # remainder bound at finite curvature, for troughs and ridges
    for k in (-0.3, -0.05, 0.05, 0.3):
        gain = energy_rate(paraboloid(k), a, alpha, beta) / flat - 1
        bound = 3 * k**2 * beta**4 * np.exp(a**2 / (2 * alpha**2)) / (8 * alpha**2)
        assert abs(gain - first * k) <= bound
    # a round bowl gains twice as much
    k = 1e-4
    bowl = (energy_rate(paraboloid(k, k), a, alpha, beta)
            - energy_rate(paraboloid(-k, -k), a, alpha, beta)) / (2 * k * flat)
    assert abs(bowl / (2 * first) - 1) < 1e-4
    # finite wavelength, linear in amplitude
    q_test, amp = 0.9, 1e-4
    wave = (energy_rate(ripple(amp, q_test), a, alpha, beta)
            - energy_rate(ripple(-amp, q_test), a, alpha, beta)) / (2 * amp * flat)
    wave_formula = a * (1 - np.exp(-q_test**2 * beta**2 / 2)) / alpha**2
    assert abs(wave / wave_formula - 1) < 1e-5

# Worked example: rough values typical of 1 keV argon ions on silicon
a, alpha, beta = 2.0, 1.2, 1.0
wavelength, amplitude = 50.0, 0.5
q = 2 * np.pi / wavelength
kappa = amplitude * q**2
flat = energy_rate(paraboloid(0.0), a, alpha, beta)
coefficient = a * beta**2 / (2 * alpha**2)
gain_first = coefficient * kappa
gain_parabola = energy_rate(paraboloid(kappa), a, alpha, beta) / flat - 1
gain_ridge = energy_rate(paraboloid(-kappa), a, alpha, beta) / flat - 1
gain_ripple = energy_rate(ripple(amplitude, q), a, alpha, beta) / flat - 1
gain_wave = a * amplitude * (1 - np.exp(-q**2 * beta**2 / 2)) / alpha**2
second_term = 3 * kappa**2 * beta**4 * (a**2 / alpha**2 - 1) / (8 * alpha**2)
remainder = (3 * kappa**2 * beta**4 * np.exp(a**2 / (2 * alpha**2))
             / (8 * alpha**2))
assert abs(gain_parabola - gain_first - second_term) < 0.05 * second_term

# Neglected: energy in vacuum. Layers above the surface lie further from the centre.
vacuum_direct = quad(lambda depth: energy_rate(paraboloid(0.0), depth, alpha, beta),
                     a, a + 10 * alpha, epsabs=1e-9)[0]
vacuum = erfc(a / (np.sqrt(2) * alpha)) / 2
assert abs(vacuum_direct - vacuum) < 1e-7

# Neglected: misaligned beam
tilt_degrees = 2.0
tilted = curvature_slope(a, alpha, beta, np.radians(tilt_degrees))
tilt_change = tilted / coefficient - 1

# Neglected: redeposition at the bottom, cosine emission and full sticking
horizon = minimize_scalar(lambda x: -amplitude * (1 - np.cos(q * x)) / x,
                          bounds=(0.1, wavelength / 2), method="bounded",
                          options={"xatol": 1e-9})
horizon_slope = -horizon.fun
redeposition = 1 - 1 / np.sqrt(1 + horizon_slope**2)


def wall_view(x):
    h = amplitude * (1 - np.cos(q * x))
    dh = amplitude * q * np.sin(q * x)
    return h * (x * dh - h) / (x**2 + h**2)**1.5


redeposition_direct = quad(wall_view, 1e-9, horizon.x, epsabs=1e-12)[0]
assert abs(redeposition_direct / redeposition - 1) < 1e-5

# Neglected: downhill redistribution of displaced atoms (rough inputs)
ion_energy, displacement_energy = 1000.0, 15.0   # eV
forward_step, sputter_yield = 0.25, 1.0          # nm per atom, atoms per ion
displaced = 0.8 * ion_energy / (2 * displacement_energy)
delta = displaced * forward_step
redistribution = delta * kappa / sputter_yield
X, AMP, Q, DEL = sp.symbols("X AMP Q DEL", positive=True)
profile = AMP * (1 - sp.cos(Q * X))
angle = sp.atan(sp.diff(profile, X))
current = -DEL * sp.sin(angle) * sp.cos(angle)
rise = float((-sp.diff(current, X)).subs(X, 0).subs(
    {AMP: amplitude, Q: q, DEL: delta}))
assert abs(rise / sputter_yield / redistribution - 1) < 1e-10

# Neglected: viscous flow of the irradiated layer (rough inputs)
ion_flux, atom_density = 1.0, 50.0               # ions/(nm2 s), atoms/nm3
surface_tension, fluidity = 1.0, 1e-9            # N/m, 1/(Pa dpa)
layer = a + 2 * alpha
damage_rate = ion_flux * displaced / (atom_density * layer)
viscosity = 1 / (fluidity * damage_rate)
flat_speed = ion_flux * sputter_yield / atom_density
k = q * layer
mobility = (np.sinh(2 * k) - 2 * k) / (2 * (1 + 2 * k**2 + np.cosh(2 * k)))
flow_rate = surface_tension * q * 1e9 / viscosity * mobility
flow = flow_rate * amplitude / flat_speed
# Stokes flow solved directly: no slip below, no shear and capillary load on top
Z = sp.symbols("Z")
modes = [Z * sp.sinh(Z), Z * sp.cosh(Z) - sp.sinh(Z)]
value = [[float(sp.diff(m, Z, n).subs(Z, k)) if n else float(m.subs(Z, k))
          for m in modes] for n in range(4)]
value = np.array(value)
system = np.array([value[2] + value[0], 3 * value[1] - value[3]])
weights = np.linalg.solve(system, np.array([0.0, -1.0]))
assert abs(-(weights @ value[0]) / mobility - 1) < 1e-8

# Neglected: thermal surface diffusion (rough inputs)
temperature, barrier, prefactor = 300.0, 1.0, 1e-7   # K, eV, m2/s
thermal = constants.k * temperature
diffusivity = prefactor * np.exp(-barrier * constants.e / thermal)
atom_volume = 1e-27 / atom_density
site_density = (atom_density * 1e27)**(2 / 3)
mullins = diffusivity * surface_tension * atom_volume**2 * site_density / thermal
diffusion = mullins * (q * 1e9)**4 * amplitude / flat_speed
TEN, VOL, MOB = sp.symbols("TEN VOL MOB", positive=True)
potential = -TEN * VOL * sp.diff(profile, X, 2)
atom_current = -MOB * sp.diff(potential, X)
fill = (-VOL * sp.diff(atom_current, X)).subs(X, 0)
assert sp.simplify(fill - MOB * TEN * VOL**2 * AMP * Q**4) == 0

net = gain_ripple - redeposition - redistribution - flow - diffusion


def show(label, number, unit, form=".4g"):
    print(f"{label}: {number:{form}} {unit}".rstrip())


show("deposition depth a", a, "nm")
show("width along beam alpha", alpha, "nm")
show("width across beam beta", beta, "nm")
show("ripple wavelength", wavelength, "nm")
show("ripple amplitude A", amplitude, "nm")
show("wavenumber q", q, "1/nm")
show("trough curvature kappa", kappa, "1/nm")
show("radius of curvature", 1 / kappa, "nm")
show("mean landing height kappa beta^2/2", kappa * beta**2 / 2, "nm")
show("sensitivity a/alpha^2", a / alpha**2, "1/nm")
show("coefficient a beta^2/(2 alpha^2)", coefficient, "nm")
show("same coefficient, direct integral", curvature_slope(a, alpha, beta), "nm")
show("first-order gain", 100 * gain_first, "%", ".5f")
show("direct gain, parabolic trough", 100 * gain_parabola, "%", ".5f")
show("direct change, parabolic ridge", 100 * gain_ridge, "%", ".5f")
show("second-order term", 100 * second_term, "%", ".5f")
show("bound on remainder", 100 * remainder, "%", ".5f")
show("ripple gain, linear in A", 100 * gain_wave, "%", ".5f")
show("ripple gain, direct integral", 100 * gain_ripple, "%", ".5f")
show("energy placed in vacuum", 100 * vacuum, "% of ion energy", ".3g")
show("beam tilt tried", tilt_degrees, "degrees")
show("change of coefficient by tilt", 100 * tilt_change, "%", ".3g")
show("horizon slope seen from bottom", horizon_slope, "", ".3g")
show("redeposition / flat erosion", 100 * redeposition, "%", ".3g")
show("ion energy", ion_energy, "eV")
show("displacement energy (rough)", displacement_energy, "eV")
show("displaced atoms per ion", displaced, "", ".3g")
show("forward step per atom (rough)", forward_step, "nm")
show("summed displacement delta", delta, "nm", ".3g")
show("sputter yield (rough)", sputter_yield, "atoms/ion")
show("redistribution / flat erosion", 100 * redistribution, "%", ".3g")
show("redistribution / erosive gain", redistribution / gain_first, "", ".3g")
show("ion flux", ion_flux, "ions/(nm2 s)")
show("atom density (rough)", atom_density, "atoms/nm3")
show("flat erosion speed", flat_speed, "nm/s")
show("surface tension (rough)", surface_tension, "N/m")
show("radiation fluidity (rough)", fluidity, "1/(Pa dpa)")
show("irradiated layer a + 2 alpha", layer, "nm")
show("damage rate", damage_rate, "dpa/s", ".3g")
show("viscosity under the beam", viscosity, "Pa s", ".3g")
show("viscous filling / flat erosion", 100 * flow, "%", ".3g")
show("temperature", temperature, "K")
show("surface diffusion barrier (rough)", barrier, "eV")
show("surface diffusion prefactor (rough)", prefactor, "m2/s")
show("diffusive filling / flat erosion", 100 * diffusion, "%", ".2g")
show("net excess recession of bottom", 100 * net, "%", ".3g")
print("no test failed")
```

Running it gives:

```
deposition depth a: 2 nm
width along beam alpha: 1.2 nm
width across beam beta: 1 nm
ripple wavelength: 50 nm
ripple amplitude A: 0.5 nm
wavenumber q: 0.1257 1/nm
trough curvature kappa: 0.007896 1/nm
radius of curvature: 126.7 nm
mean landing height kappa beta^2/2: 0.003948 nm
sensitivity a/alpha^2: 1.389 1/nm
coefficient a beta^2/(2 alpha^2): 0.6944 nm
same coefficient, direct integral: 0.6944 nm
first-order gain: 0.54831 %
direct gain, parabolic trough: 0.55119 %
direct change, parabolic ridge: -0.54542 %
second-order term: 0.00289 %
bound on remainder: 0.00651 %
ripple gain, linear in A: 0.54615 %
ripple gain, direct integral: 0.54900 %
energy placed in vacuum: 4.78 % of ion energy
beam tilt tried: 2 degrees
change of coefficient by tilt: 0.0792 %
horizon slope seen from bottom: 0.0455
redeposition / flat erosion: 0.103 %
ion energy: 1000 eV
displacement energy (rough): 15 eV
displaced atoms per ion: 26.7
forward step per atom (rough): 0.25 nm
summed displacement delta: 6.67 nm
sputter yield (rough): 1 atoms/ion
redistribution / flat erosion: 5.26 %
redistribution / erosive gain: 9.6
ion flux: 1 ions/(nm2 s)
atom density (rough): 50 atoms/nm3
flat erosion speed: 0.02 nm/s
surface tension (rough): 1 N/m
radiation fluidity (rough): 1e-09 1/(Pa dpa)
irradiated layer a + 2 alpha: 4.4 nm
damage rate: 0.121 dpa/s
viscosity under the beam: 8.25e+09 Pa s
viscous filling / flat erosion: 1.39 %
temperature: 300 K
surface diffusion barrier (rough): 1 eV
surface diffusion prefactor (rough): 1e-07 m2/s
diffusive filling / flat erosion: 1.3e-06 %
net excess recession of bottom: -6.21 %
no test failed
```
